# Exact open boundaries on a three-point grid and transmission through a barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: eliminating the lead

### 1. Definitions and conventions

A particle moves along a line in a real potential. Hartree atomic units are used, so that $\hbar=m=1$, energies are in hartree and lengths in bohr. The wave function is kept at equally spaced points with spacing $h$, and $\psi_j$ is its value at point $j$. Adding the Taylor expansions of $\psi(x+h)$ and $\psi(x-h)$ cancels the odd terms and gives

$$\psi(x+h)+\psi(x-h)-2\psi(x)=h^2\psi''(x)+O(h^4).$$

Dividing by $-2h^2$ turns the kinetic energy $-\tfrac12\psi''$ into the three-point form, and the grid Hamiltonian is

$$(H\psi)_j=-t\,(\psi_{j+1}+\psi_{j-1})+(2t+V_j)\,\psi_j,\qquad t=\frac{1}{2h^2}. \tag{1}$$

Neighbouring points are coupled by the matrix element $-t$, and the kinetic energy adds $2t=1/h^2$ to every diagonal element.

The line has three parts. The **device** is the set of points $1,\dots,N$ with $N\ge2$, where $V_j$ may be any real numbers. The left lead is the set $j\le0$, where $V_j=V_L$. The right lead is the set $j\ge N+1$, where $V_j=V_R$. Both leads are infinitely long. The aim is to replace them by a change in the $N\times N$ device matrix, with no error beyond that already made in (1).

A stationary state has the time factor $e^{-iEt_{\rm time}}$. With this sign, a wave $e^{ikx}$ whose energy increases with $k$ travels to the right.

### 2. Waves in a lead

Let $V$ be the constant potential of a lead and $\epsilon=E-V$ the energy measured from it. Inside the lead, $(E-H)\psi=0$ reads

$$(\epsilon-2t)\,\psi_j+t\,(\psi_{j+1}+\psi_{j-1})=0. \tag{2}$$

The coefficients do not depend on $j$, so we try $\psi_j=\lambda^j$. Dividing by $t\lambda^j$ and using $1/t=2h^2$ gives

$$\lambda+\frac1\lambda=2-\frac{\epsilon}{t}=2-2h^2\epsilon. \tag{3}$$

This is a quadratic equation for $\lambda$ whose two roots have product 1. Write them as $e^{i\theta}$ and $e^{-i\theta}$, with $\theta=kh$. Their sum is $2\cos\theta$, so

$$\cos kh=1-h^2\epsilon,\qquad \epsilon=\frac{1-\cos kh}{h^2}. \tag{4}$$

For small $kh$ this becomes $\epsilon\approx k^2/2$, the free-particle law. At finite $h$ the wave number $k$ in (4) differs from $\sqrt{2\epsilon}$.

Three cases occur for real energy.

- For $0<\epsilon<2/h^2$ the cosine lies between $-1$ and $1$, $\theta$ is real, and the lead carries waves. This interval is the band of the grid.
- For $\epsilon<0$ the cosine exceeds 1. The roots are real and positive, $e^{-\kappa h}$ and $e^{\kappa h}$ with $\kappa>0$.
- For $\epsilon>2/h^2$ the cosine is below $-1$. The roots are $-e^{-\kappa h}$ and $-e^{\kappa h}$, so the solution changes sign from point to point while it decays or grows.

The upper edge of the band is a product of the grid. The continuum has no such edge.

### 3. Choosing the root

Inside the band both roots have modulus 1, and decay cannot select one of them. Give the energy a positive imaginary part, $z=E+i\eta$ with $\eta>0$. If a root had modulus 1, then $\lambda+1/\lambda$ would equal $2\cos\theta$ with real $\theta$, which is real, while the right side of (3) is not. No root therefore lies on the unit circle. Since the product of the roots is 1, one lies inside and the other outside. From here on, $\lambda$ denotes the root with $|\lambda|<1$.

To see what it becomes as $\eta\to0$ inside the band, differentiate (4):

$$-\sin\theta\,d\theta=-h^2\,dz,\qquad d\theta=\frac{h^2}{\sin\theta}\,i\eta. \tag{5}$$

Because $|e^{i\theta}|=e^{-\mathrm{Im}\,\theta}$, the root $e^{i\theta}$ lies inside the circle when $\sin\theta>0$. Hence

$$\lambda=e^{ikh},\qquad 0<kh<\pi. \tag{6}$$

The velocity of a wave packet is $d\epsilon/dk$, and (4) gives

$$v=\frac{d\epsilon}{dk}=\frac{\sin kh}{h}. \tag{7}$$

It is positive for the choice (6). In the right lead, $\lambda^{j}$ therefore moves away from the device. A small positive imaginary part of the energy selects outgoing waves. Outside the band $\lambda$ is the decaying root, and its limit needs no further discussion.

### 4. Eliminating the right lead

Consider $(z-H)\psi=s$, where the source $s$ is nonzero at device points only. The matrix $H$ is Hermitian and bounded and $z$ is not real, so there is one square-summable solution.

For every $j\ge N+1$ the lead equation (2) holds, with $\epsilon=z-V_R$. The first of these equations, at $j=N+1$, also contains $\psi_N$. The general solution of the recurrence therefore covers the point $N$ as well:

$$\psi_{N+m}=A\lambda_R^{\,m}+B\lambda_R^{-m},\qquad m=0,1,2,\dots$$

The second term grows without limit, so $B=0$. Setting $m=0$ gives $A=\psi_N$, and setting $m=1$ gives

$$\psi_{N+1}=\lambda_R\,\psi_N. \tag{8}$$

This one relation is all that the device needs to know about the lead. The equation at the last device point is

$$(z-2t-V_N)\,\psi_N+t\,\psi_{N-1}+t\,\psi_{N+1}=s_N.$$

Inserting (8) gives

$$(z-2t-V_N+t\lambda_R)\,\psi_N+t\,\psi_{N-1}=s_N.$$

No lead point appears any more. An energy $\Sigma_R$ added to the device Hamiltonian at point $N$ would enter this bracket as $-\Sigma_R$. Comparison gives $-\Sigma_R=t\lambda_R$, that is,

$$\boxed{\;\Sigma_R=-t\,\lambda_R=-\frac{e^{ik_Rh}}{2h^2}\;} \tag{9}$$

This is the self-energy of the lead. No series was cut off and no length was assumed large. The step used three facts: the lead potential is constant, the Hamiltonian couples nearest neighbours, and the solution does not grow into the lead. For real energy in the band, (9) is used with the limit (6), and it then expresses the outgoing condition (8).

### 5. The same result from the surface of the lead

A second derivation shows where the two factors of the coupling enter. Cut the lead off from the device, number its points $m=1,2,\dots$, and put a unit source on the first. Its response $u_m$ obeys

$$(\epsilon-2t)u_1+tu_2=1,\qquad (\epsilon-2t)u_m+t(u_{m+1}+u_{m-1})=0\quad(m\ge2).$$

The second set gives $u_m=A\lambda^m$. The sequence $A\lambda^m$ satisfies (2) at $m=1$ too if we include the fictitious value $u_0=A$, so $(\epsilon-2t)u_1+tu_2=-tA$. The first equation then requires $-tA=1$. The surface element of the lead's Green function is

$$g=u_1=A\lambda=-\frac{\lambda}{t}.$$

The device drives the lead through the coupling $-t$, the lead responds with $g$, and the response returns through another $-t$. The product is $(-t)\,g\,(-t)=t^2g=-t\lambda$, in agreement with (9).

### 6. Both leads, and a numerical value

The left lead is the mirror image. Its solution away from the device is $\psi_{1-m}=\lambda_L^m\psi_1$, so $\psi_0=\lambda_L\psi_1$ and $\Sigma_L=-t\lambda_L$ is added at point 1. With $H$ now denoting the $N\times N$ device block, define

$$G=(E-H-\Sigma_L-\Sigma_R)^{-1}. \tag{10}$$

Here $\Sigma_L$ stands for a matrix whose one nonzero element is at $(1,1)$, and $\Sigma_R$ for one whose nonzero element is at $(N,N)$. The matrix $G$ is the device block of the Green function of the infinite line.

Take $h=0.5$ bohr and $\epsilon=0.4$ hartree. Then $t=2$ hartree, $h^2\epsilon=0.1$, $\cos kh=0.9$ and $\sin kh=\sqrt{1-0.81}=0.43589$. Equation (9) gives

$$\Sigma=-2\,(0.9+0.43589\,i)=-1.8-0.87178\,i\ \text{hartree}.$$

The numerical check also solves a long explicit lead at complex energy. With $\eta=0.001$ hartree it finds $-1.798968-0.871281\,i$ hartree. The small difference can be predicted. From $\Sigma=-te^{i\theta}$ and (5), with $th^2=\tfrac12$,

$$\delta\Sigma=-it\lambda\,\delta\theta=-it\lambda\,\frac{i\eta h^2}{\sin\theta}=\frac{\eta\,\lambda}{2\sin\theta}.$$

The numbers give $0.001\,(0.9+0.43589\,i)/0.87178=0.00103+0.00050\,i$ hartree, which is the printed shift. The program tests that the distance to the limit falls in proportion to $\eta$.

### 7. Probability current and the width

The imaginary part of $\Sigma$ measures escape into the lead. To show this we need the current that belongs to (1). Assign the probability $h|\psi_j|^2$ to point $j$. From $i\dot\psi_j=(H\psi)_j$,

$$\frac{d}{dt_{\rm time}}|\psi_j|^2=2\,\mathrm{Re}\,(\psi_j^*\dot\psi_j)=2\,\mathrm{Im}\,[\psi_j^*(H\psi)_j].$$

The diagonal part of $H$ gives a real product and drops out. The remaining terms are $-2t\,\mathrm{Im}(\psi_j^*\psi_{j+1})-2t\,\mathrm{Im}(\psi_j^*\psi_{j-1})$. In the last one, exchanging the factors reverses the sign of the imaginary part. Multiplying by $h$ gives

$$\frac{d}{dt_{\rm time}}\,h|\psi_j|^2=J_{j-1/2}-J_{j+1/2},\qquad J_{j+1/2}=\frac{1}{h}\,\mathrm{Im}(\psi_j^*\psi_{j+1}), \tag{11}$$

because $2th=1/h$. In a stationary state the left side is zero, so the current is the same on every bond.

For an outgoing wave in the right lead, (8) gives $\psi_N^*\psi_{N+1}=\lambda_R|\psi_N|^2$, and the current is $|\psi_N|^2\sin(k_Rh)/h$. Define the width

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=\frac{\sin kh}{h^2}=\frac vh. \tag{12}$$

The current is then $\Gamma_R\,h|\psi_N|^2$: the probability at the last point leaves at the rate $\Gamma_R$. This is the rate at which a cell of width $h$ empties at speed $v$. Outside the band $\Sigma$ is real, $\Gamma=0$, and nothing escapes.

### 8. The continuum meaning

Rewrite (8) as a difference quotient and expand the exponential:

$$\frac{\psi_{N+1}-\psi_N}{h}=\frac{e^{ikh}-1}{h}\,\psi_N=ik\,\psi_N+O(h).$$

The self-energy is thus the grid version of the outgoing condition $\psi'=ik\psi$. Expanding (9) in the same way gives

$$\Sigma=-\frac{1}{2h^2}-\frac{ik}{2h}+\frac{k^2}{4}+O(h).$$

The first two terms diverge as $h\to0$, which is no defect: they combine with the equally divergent diagonal element $1/h^2$ and the coupling to $\psi_{N-1}$ to produce a finite boundary condition.

### 9. Sending a wave in

For scattering, a wave of unit amplitude arrives from the left. Let both $E-V_L$ and $E$ be real, with $E-V_L$ inside the band. In the left lead

$$\psi_j=\lambda_L^{\,j}+r\,\lambda_L^{-j},\qquad j\le1. \tag{13}$$

The form holds up to $j=1$ because the lead equation at $j=0$ contains $\psi_1$ but not $V_1$. At the two points on either side of the boundary,

$$\psi_0=1+r,\qquad \psi_1=\lambda_L+\frac{r}{\lambda_L}.$$

The second relation gives $r=\lambda_L\psi_1-\lambda_L^2$, and the first becomes

$$\psi_0=\lambda_L\psi_1+1-\lambda_L^2. \tag{14}$$

Compared with the purely outgoing relation there is an extra known term. Put (14) into the equation at point 1, $(E-2t-V_1)\psi_1+t\psi_2+t\psi_0=0$, and move that term to the right:

$$(E-2t-V_1+t\lambda_L)\,\psi_1+t\psi_2=-t(1-\lambda_L^2)=t\lambda_L\left(\lambda_L-\lambda_L^{-1}\right).$$

The last bracket is $2i\sin k_Lh$, and $2t\sin k_Lh=\Gamma_L$. The right lead carries an outgoing or decaying wave and enters through $\Sigma_R$. The scattering problem on the infinite grid is now a finite linear system,

$$(E-H-\Sigma_L-\Sigma_R)\,\psi=s,\qquad s_1=i\Gamma_L\lambda_L,\quad s_j=0\ \text{for}\ j\ge2. \tag{15}$$

## Second half: transmission through a barrier

### 10. Symbols and results carried over

The grid spacing is $h$, the coupling is $-t$ with $t=1/(2h^2)$, and the device has points $1,\dots,N$. A lead at constant potential $V$ has $\cos kh=1-h^2(E-V)$ and $\lambda=e^{ikh}$ with $0<kh<\pi$ inside the band. It contributes the self-energy $\Sigma=-t\lambda$ and the width $\Gamma=-2\,\mathrm{Im}\,\Sigma=\sin(kh)/h^2$. The subscripts $L$ and $R$ name the leads. The device Green function is $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$. A unit wave from the left produces the source $i\Gamma_L\lambda_L$ at point 1, and its reflected amplitude is $r=\lambda_L\psi_1-\lambda_L^2$. The bond current $J=\mathrm{Im}(\psi_j^*\psi_{j+1})/h$ is the same everywhere in a stationary state.

### 11. Transmission and reflection

The source has one entry, so the solution is the first column of $G$ times that entry:

$$\psi_j=i\Gamma_L\lambda_L\,G_{j1}. \tag{16}$$

The inverse exists whenever the left lead is inside its band. To prove this, suppose $(E-H-\Sigma_L-\Sigma_R)\phi=0$. Multiply from the left by $\phi^\dagger$ and take the imaginary part. The Hermitian part drops out, leaving

$$\tfrac12\Gamma_L|\phi_1|^2+\tfrac12\Gamma_R|\phi_N|^2=0.$$

Since $\Gamma_L>0$ and $\Gamma_R\ge0$, $\phi_1=0$. The first row then gives $\phi_2=0$, the second gives $\phi_3=0$, and so on. There is no nonzero solution.

On the right, the outgoing wave carries the current $|\psi_N|^2\sin(k_Rh)/h$. On the left, the product $\psi_j^*\psi_{j+1}$ for the incoming and reflected waves is

$$\lambda_L+|r|^2\lambda_L^{-1}+r\lambda_L^{-(2j+1)}+r^*\lambda_L^{2j+1}.$$

The last two terms are complex conjugates, so their sum is real and carries no current. The imaginary part of the rest is $(1-|r|^2)\sin k_Lh$. The incident current is therefore $\sin(k_Lh)/h$, and the reflected fraction is $R=|r|^2$.

The transmission is the ratio of outgoing to incident current. As the sines are proportional to the widths,

$$T=\frac{\Gamma_R}{\Gamma_L}|\psi_N|^2=\frac{\Gamma_R}{\Gamma_L}\,\Gamma_L^2|G_{N1}|^2,$$

$$\boxed{\;T=\Gamma_L\Gamma_R\,|G_{N1}|^2\;} \tag{17}$$

For unequal leads $T$ is in general not $|\psi_N|^2$, because equal amplitudes carry different currents whenever $\Gamma_L\ne\Gamma_R$. For the reflection, put $\psi_1=i\Gamma_L\lambda_LG_{11}$ into the expression for $r$:

$$r=\lambda_L^2\,(i\Gamma_LG_{11}-1),\qquad R=|1-i\Gamma_LG_{11}|^2. \tag{18}$$

Equal currents on the two sides mean $1-R=T$. If the energy lies outside the band of the right lead, then $\Gamma_R=0$, so $T=0$ and $R=1$. The wave may enter that lead, but it decays there. The program tests $T$ from (17) and $R$ from (18) for one irregular potential with unequal leads, at four energies, against a wave marched across the grid without any self-energy.

The two infinite leads have been replaced exactly by self-energies at the end points of the device, and the transmission and reflection follow from its Green function through (17) and (18). It remains to evaluate these formulas for a definite barrier, compare the results with the continuum, and set out the conditions under which the method holds.

Numerical values quoted here were computed with a short program.
